Kernel polynomial method: Chebyshev moments, Jackson damping, resolution and operation count

**Definitions and conventions**

Let H be a real symmetric matrix of dimension D with levels E_k. Z is the number of stored elements: all off-diagonal nonzeros and the whole diagonal, so that a shift of the energy zero does not change it. All levels lie in the window from b − a to b + a. The scaled matrix and levels are

X = (H − b)/a,  x_k = (E_k − b)/a,  −1 ≤ x_k ≤ 1.

The density of states per site, in the scaled variable, is ρ(x) = (1/D) Σ_k δ(x − x_k). In energy it is ρ(x)/a, because dE = a dx.

The Chebyshev polynomials are defined by T_n(cos θ) = cos nθ. Adding cos(n+1)θ and cos(n−1)θ gives 2 cos θ cos nθ, hence

T_0 = 1,  T_1 = x,  T_{n+1} = 2x T_n − T_{n−1}.

With x = cos θ, their orthogonality is that of cosines:

∫ T_m T_n /(π√(1−x²)) dx = (1/π) ∫₀^π cos mθ cos nθ dθ.

This is 0 for m ≠ n, 1 for m = n = 0, and 1/2 for m = n > 0. Therefore

ρ(x) = [μ_0 + 2 Σ_{n≥1} μ_n T_n(x)] / (π√(1−x²)),
μ_n = ∫ ρ T_n dx = Tr T_n(X)/D.

The equality is meant in the sense of distributions, since ρ is a sum of delta functions. For a start vector r the corresponding moments are m_n = r·T_n(X)r. If r is a unit vector on one site, they describe the local density, in which each level is weighted by its squared amplitude on that site. N is the number of moments kept, n = 0 to N − 1, and is taken even.

**Four moments by hand**

Take two sites, in arbitrary energy units, with

H = [[1, 1], [1, −1]].

Each row has a diagonal element of size 1 and an off-diagonal sum of 1. Gershgorin's theorem places every level within the off-diagonal sum of some diagonal element, so |E| ≤ 2. Choose b = 0 and a = 2:

X = [[1/2, 1/2], [1/2, −1/2]].

Start on the first site, r_0 = (1, 0). The vectors r_n = T_n(X)r_0 follow from the polynomial recursion:

r_1 = X r_0 = (1/2, 1/2)
r_2 = 2X r_1 − r_0 = (1, 0) − (1, 0) = (0, 0).

The first two moments are m_0 = r_0·r_0 = 1 and m_1 = r_1·r_0 = 1/2. The next two need no further vector:

m_2 = 2 r_1·r_1 − m_0 = 2(1/2) − 1 = 0
m_3 = 2 r_2·r_1 − m_1 = 0 − 1/2 = −1/2.

A direct check uses X² = 1/2 times the unit matrix. Then T_2(X) = 2X² − 1 = 0 and T_3(X) = 4X³ − 3X = −X, whose first diagonal element is −1/2. Four moments have cost two matrix products. Forming r_0·r_3 directly would have required a third.

**Why doubling works**

The product formula for cosines, 2 cos mθ cos nθ = cos(m+n)θ + cos(m−n)θ, gives

2T_m T_n = T_{m+n} + T_{|m−n|}.

Since X is symmetric, T_m(X) can be moved from one side of a scalar product to the other:

r_m·r_n = r_0·T_m(X)T_n(X)r_0 = (m_{m+n} + m_{|m−n|})/2.

Setting m = n, and then m = n + 1, yields

m_{2n} = 2 r_n·r_n − m_0
m_{2n+1} = 2 r_{n+1}·r_n − m_1.

The highest moment, N − 1 = 2(N/2 − 1) + 1, uses r_{N/2}. Thus N moments require N/2 products with X instead of N − 1.

For two different vectors s and r, the same algebra gives s·T_{2n}r = 2(T_n s)·(T_n r) − s·r. Now both T_n s and T_n r must be generated, so two recursions run and the saving in products is lost.

The window is essential. For a level at x = cosh u > 1, the recursion is solved by T_n = cosh nu, which grows exponentially. At x = 1.01, just one per cent outside, T_255 is already 2.2 × 10¹⁵. A guaranteed bound on the spectrum is therefore worth a wider window, although at fixed energy width the number of moments grows in proportion to a. In the lattice example below, the Gershgorin window is 20 per cent wider than the spectrum.

**From one vector to the trace**

The full density needs Tr T_n(X). Using every site as a start vector would cost D recursions. Instead, let the components of r be independent signs, +1 or −1 with equal probability. For a symmetric matrix A,

r·Ar = Σ_i A_ii + 2 Σ_{i<j} A_ij r_i r_j,

because r_i² = 1. The products r_i r_j have mean zero and unit variance, and different pairs are uncorrelated. Hence

mean(r·Ar) = Tr A
variance(r·Ar) = 4 Σ_{i<j} A_ij² = 2(Σ_ij A_ij² − Σ_i A_ii²).

Averaging over R independent vectors divides the variance by R. Dividing the averaged moments by D gives estimates of μ_n.

**What truncation does**

Return to the two-site example and stop after N = 4 moments. The numerator of the local density is

1 + 2(1/2)x + 2(−1/2)(4x³ − 3x) = 1 + 4x − 4x³.

At x = −1/2 it equals 1 − 2 + 1/2 = −1/2. A density has become negative although all four moments are correct.

To see the cause, multiply the nth term by a factor g_n, with g_0 = 1, and define

K(φ) = 1 + 2 Σ_{n=1}^{N−1} g_n cos nφ.

One level at x_0 = cos θ_0 has moments cos nθ_0. Since 2 cos nθ cos nθ_0 = cos n(θ−θ_0) + cos n(θ+θ_0), its reconstructed density is

[K(θ−θ_0) + K(θ+θ_0)] / (2π sin θ).

Plain truncation means g_n = 1. The kernel is then the Dirichlet kernel, which changes sign; for N = 256 its minimum is −0.217 times its peak.

The same kernel acts on any function f(cos θ) expanded in Chebyshev polynomials:

f_N(θ) = (1/2π) ∫_{−π}^{π} K(θ−φ) f(cos φ) dφ.

For a step from −1 to 1 at x = 0, put θ = π/2 − s. The undamped sum with M = N/2 odd terms is

S(s) = (4/π) Σ_{k=1}^{M} sin[(2k−1)s]/(2k−1).

Its derivative is (4/π) Σ cos[(2k−1)s] = (2/π) sin(2Ms)/sin s, so the first maximum is at s = π/(2M). With y_k = (2k−1)π/(2M), the value there is

S = (2/π) Σ_k (π/M) sin(y_k)/y_k → (2/π) ∫₀^π (sin y/y) dy = 1.179.

The sum is a midpoint rule with spacing π/M, which explains the limit. More moments move the overshoot towards the jump but do not remove it. The computed maxima are 1.179 for both N = 64 and N = 256. Here the plateau is 1 and the full jump is 2.

If K ≥ 0, then f_N is a weighted average of f, because K has mean g_0 = 1 over a period. It cannot leave the range of f. This removes the overshoot, and it also keeps a density reconstructed from true moments non-negative.

**The Jackson factors**

A kernel written as a square is non-negative. Take real amplitudes a_ν, not to be confused with the half-window a, and set

K(φ) = |Σ_{ν=0}^{N−1} a_ν e^{iνφ}|²,  Σ_ν a_ν² = 1.

Multiplying out and collecting terms with index difference n gives

g_n = Σ_{ν=0}^{N−1−n} a_ν a_{ν+n}.

Among these kernels, choose the one concentrated most tightly near φ = 0, measured by the mean of 1 − cos φ. That mean is 1 − g_1, so g_1 = Σ a_ν a_{ν+1} must be maximal at unit norm. The stationary condition is

(a_{ν−1} + a_{ν+1})/2 = λ a_ν,  a_{−1} = a_N = 0.

Multiplying by a_ν and summing shows that λ = g_1. With q = π/(N+1), the solutions are a_ν ∝ sin[kq(ν+1)] with λ = cos kq and k = 1 to N. These are N distinct eigenvalues of an N-dimensional problem, hence all of them. The largest has k = 1:

a_ν = √(2/(N+1)) sin[q(ν+1)],  g_1 = cos q.

The prefactor follows from Σ_{j=0}^{N} sin² qj = (N+1)/2, since the cosines of 2qj sum to zero over a full period.

For general n, use 2 sin A sin B = cos(A−B) − cos(A+B):

(N+1)g_n = (N−n) cos nq − Σ_{j=1}^{N−n} cos[q(2j+n)].

The last sum equals sin[(N−n)q] cos[(N+1)q]/sin q. Here cos[(N+1)q] = −1, and (N−n)q = π − (n+1)q, so the sum is −sin[(n+1)q]/sin q. Expanding sin[(n+1)q] gives

g_n = [(N−n+1) cos nq + sin nq cot q]/(N+1).

For N = 4, q = π/5 and this yields g_1 = (1+√5)/4 and g_3 = (5−√5)/20; g_2 is not needed because m_2 = 0. At x = −1/2, T_1 = −1/2 and T_3 = 1. The damped numerator of the two-site density is

1 − g_1/2 − g_3 = (25 − 3√5)/40 > 0.

The negative value has gone.

**Resolution: where π/N applies**

Let one level at x_0 be broadened by the Jackson kernel. Orthogonality gives the average of T_n over the resulting density as g_n T_n(x_0). Since x = T_1 and x² = (1+T_2)/2,

⟨x⟩ = g_1 x_0,  ⟨x²⟩ = [1 + g_2(2x_0²−1)]/2.

The variance is therefore

σ² = (1−g_2)/2 + (g_2−g_1²)x_0².

For N ≥ 3, insert sin 2q cot q = 2 cos² q = 1 + cos 2q into g_2:

g_2 = (N cos 2q + 1)/(N+1) = 1 − 2N sin² q/(N+1).

With g_1² = 1 − sin² q, the two coefficients are

(1−g_2)/2 = N sin² q/(N+1)
g_2 − g_1² = −(N−1) sin² q/(N+1).

Thus

σ² = sin² q [N − (N−1)x_0²]/(N+1).

At the window centre σ → π/N for large N. At fixed x_0 inside the window it becomes π√(1−x_0²)/N, because equal steps in θ are shorter in x near the edges. At x_0 = ±1 it is π/N^(3/2), but there σ is set by the far tail of the kernel and overstates the width of the peak. For N = 256, 98 per cent of the variance comes from angles beyond 5π/N, which hold 0.1 per cent of the weight. Ninety per cent of the weight lies within about 12/N² of the edge. The energy width is aσ.

The phrase "resolution π/N" thus refers to a standard deviation at the centre, in scaled units. Other measures have other factors. For N = 256 the angular full width at half maximum of the kernel is 2.37 π/N, and two equal peaks at the window centre split when their angular separation exceeds 2.14 π/N. Away from the centre the factor 1/sin θ tilts the pair, and the density in x needs a larger separation, about 2.2 π/N at x_0 = 0.8 and 2.4 π/N at x_0 = 0.99.

**The general algorithm and its cost**

1. Bound the spectrum, choose a and b, and store 2X.
2. For each start vector, form r_1 and then r_{n+1} = 2X r_n − r_{n−1} up to r_{N/2}, accumulating the moments by doubling.
3. Average the moments over start vectors, multiply by g_n, and sum the series at the required energies.

Count each multiplication, addition or subtraction as one operation; sign changes are free. A sparse product costs 2Z: one multiplication and one addition per stored element. Starting its accumulator from −r_{n−1} includes the subtraction in the recursion. The first product gives 2X r_0, and halving it costs D. Each scalar product costs 2D, with its accumulator started from zero. Each of the N − 2 doubled moments needs one multiplication and one subtraction. Per start vector,

C_doubled = (N/2)(2Z) + D + N(2D) + 2(N−2)
 = NZ + (2N+1)D + 2(N−2)

C_direct = 2(N−1)Z + (2N+1)D.

Executing the recursion number by number for D = 16, Z = 80, N = 12 gave 1380 and 2160 operations, as these formulas require.

The scalar products are not halved. With z = Z/D, the ratio for large N and D is

C_direct/C_doubled → (2z+2)/(z+2),

which approaches 2 only when each row has many nonzeros. These counts are for a general start vector. For a vector of signs, each direct scalar product r_0·r_n needs only D additions or subtractions, and the limit drops to (2z+1)/(z+2). For a single-site vector it is read off one component, and the limit is 2z/(z+2). At fixed z, N and R the total cost R C_doubled is linear in D. It excludes building the matrix, averaging and damping the moments, and summing the final series. It is an operation count, not a run time.

**A disordered square lattice**

Consider a periodic 32 × 32 lattice with hopping strength 1 eV and on-site energies drawn uniformly between −1 and 1 eV. These are model parameters. There are D = 1024 sites and five stored elements per row, so Z = 5120. Gershgorin's bound is 4 + 1 = 5 eV; a one per cent margin gives a = 5.05 eV, with b = 0.

For N = 256, the local moments from doubling agree with full diagonalization to 4 × 10⁻¹⁵. Without damping, the local density on the chosen site falls to −0.174 eV⁻¹ on a grid of 2048 angles (−0.175 eV⁻¹ on finer grids). This minimum lies outside the spectrum, very near the lower window edge, where the factor 1/sin θ is large; for |E| < 4.9 eV the lowest value is −0.03 eV⁻¹. With Jackson damping it stays positive at all sampled energies.

The scaled central width is 0.01220, close to π/N = 0.01227. In energy,

σ_E(0) = 5.05 eV × 0.01220 = 0.0616 eV.

At 4 eV the width is 0.0377 eV, and at the window edge it would be 0.0039 eV. The levels run from −4.21 to 4.16 eV, so none lies close enough to either edge to benefit from that last value. It is in any case a tail-dominated standard deviation: 99 per cent of the weight of a level at the edge lies within 0.0021 eV of it.

With R = 16 sign vectors, the density at E = 0 is 0.209 states per eV and site. The full trace with the same broadening gives 0.216. The difference, 0.007, is compatible with the predicted standard error of 0.011. This is sampling error alone; both values share the kernel broadening.

The cost per vector is

256 × 5120 + 513 × 1024 + 2 × 254 = 1,836,540 operations,

against 3,136,512 directly. The ratio is 1.71 for a general start vector, although the sparse products fall from 255 to 128. If the direct scalar products exploit the sign vectors, the direct count is about 2.87 × 10⁶ and the ratio 1.57. For a single-site start vector the ratio is 1.43. All 16 vectors need 2.94 × 10⁷ operations.

For a central width of 0.02 eV, the large-N estimate is

N ≈ πa/σ_E = π × 5.05/0.02 ≈ 793.

The next even value, 794, gives 0.0199 eV and costs 9.11 × 10⁷ operations with the same R. The output lists this rounded estimate as the even N needed; by the exact width formula, N = 792 already suffices. The statistical error does not stay the same, however. Consider a smooth part of the spectrum, with σ_E still wide enough to span many levels. A broadened level has height of order 1/σ_E over a width of order σ_E, so the sum of squared level weights scales as D/σ_E. When this sum dominates the subtracted diagonal term, the standard error of the density per site scales as 1/√(R D σ_E). Holding it fixed while narrowing the kernel requires R ∝ 1/σ_E as well as N ∝ 1/σ_E. Within this range of σ_E, the cost at fixed D then grows as 1/σ_E², a stronger demand than the moment count alone suggests.

The numerical output below lists most of these values; its "unit-height step" is the step from −1 to 1 used above.

Table of computed values

```
Lattice sites D: 1024; stored nonzeros Z: 5120
Hopping: 1.00 eV; on-site energies within +/- 1.00 eV
Gershgorin bound: 5.00 eV; half-window a: 5.05 eV
Lowest, highest level: -4.2052, 4.1611 eV
Moments N: 256; random vectors R: 16
Largest local-moment error: 3.9e-15 (dimensionless)
T_255 at x = 1.01: 2.227e+15 (dimensionless)
Jackson g_1, g_2, g_128, g_255: 0.9999253, 0.9997023, 0.32136, 1.163e-06
pi/N: 0.012272; scaled central width: 0.012200
Central width / (pi/N), N=64: 0.9766; N=256: 0.9941
Edge width / (pi/N^1.5), N=256: 0.9941
Energy width at E=0: 0.06161 eV
Energy width at E=4 eV: 0.03773 eV
Energy width at window edge: 0.00385 eV
Angular full width at half maximum: 2.369 pi/N
Angular separation where two peaks split: 2.144 pi/N
Gibbs limit for unit-height step: 1.17898
Step maximum, N=64: undamped 1.17906, Jackson 0.99999
Step maximum, N=256: undamped 1.17892, Jackson 1.00000
Dirichlet kernel minimum / peak: -0.2172
Minimum local density, undamped: -0.17360 1/eV
Minimum local density, Jackson: 5.585e-07 1/eV
DOS at E=0, full trace: 0.21571 states/(eV site)
DOS at E=0, sampled trace: 0.20897 states/(eV site)
Predicted sampling error: 0.01082 states/(eV site)
Small count test: D=16, Z=80, N=12
Small test operations: doubled 1380, direct 2160
Small test sparse products: doubled 6, direct 11
Sparse products per vector: doubled 128, direct 255
Operations per vector: doubled 1836540, direct 3136512
Operation ratio: 1.7078; large-N limit: 1.7143
Operations for all R vectors, doubled: 29384640
Target central width: 0.020 eV; even N needed: 794
Width obtained with that N: 0.01994 eV
Operations for that N and all R vectors: 91104000
```
